# Meta-GGA operator, its FFT and PAW forms, and the velocity, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the energy to an operator on pseudo orbitals

When a calculation moves from a GGA to a meta-GGA functional, one must decide which matrix elements enter the band velocities and the dielectric function. Three candidates suggest themselves: the momentum $\mathbf p$, the product of $\mathbf p$ with a local factor $1+v_\tau$, and a symmetrized version of that product. The choice has visible consequences. In the model crystal used below, $\mathbf p$ alone gives a squared interband dipole 10% below the value that belongs to the Hamiltonian being solved. The right choice follows from the operator that the functional puts into the orbital equation, so that operator comes first.

Hartree atomic units are used, with $\mathbf p=-i\nabla$. Functions are periodic, or decay at infinity, so that integrations by parts over all space leave no boundary term.

### One orbital on a line

Take one orbital $\psi(x)$ and an energy that depends on its kinetic energy density alone:

$$E=\int e(\tau)\,dx,\qquad \tau=\tfrac12|\psi'|^2,\qquad v_\tau=\frac{de}{d\tau}.$$

The factor $\tfrac12$ in $\tau$ is a convention, and it fixes the factors in everything that follows. Change the orbital to $\psi+\lambda\eta$, with $\lambda$ real and $\eta$ an arbitrary complex function. Then

$$\tau(\lambda)=\tfrac12(\psi'^*+\lambda\eta'^*)(\psi'+\lambda\eta')
=\tau+\lambda\,\mathrm{Re}(\eta'^*\psi')+\tfrac12\lambda^2|\eta'|^2 .$$

The two cross terms are complex conjugates, and half their sum is the real part shown. The slope of the energy at $\lambda=0$ is therefore

$$\frac{dE}{d\lambda}=\mathrm{Re}\int v_\tau\,\eta'^*\psi'\,dx
=-\mathrm{Re}\int\eta^*\,(v_\tau\psi')'\,dx ,$$

where the derivative has been moved off $\eta^*$ by parts, at the cost of one sign.

An operator $K$ represents this slope if $dE/d\lambda=2\,\mathrm{Re}\langle\eta|K\psi\rangle$. The 2 is there because $\psi$ and $\psi^*$ change together; an ordinary expectation value $\langle\psi|K|\psi\rangle$ has the same slope when $K$ is Hermitian and fixed. Comparison gives

$$K\psi=-\frac12\frac{d}{dx}\left(v_\tau\frac{d\psi}{dx}\right).$$

Since $\eta$ may be replaced by $i\eta$, the imaginary part of $\langle\eta|K\psi\rangle$ is fixed as well, and $K\psi$ is determined completely.

Two limits check the factors. If $e=\tau$, then $v_\tau=1$ and $K=-\tfrac12d^2/dx^2$, the ordinary kinetic energy operator. If $v_\tau$ is a constant, adding $K$ to the ordinary kinetic energy gives $\tfrac12(1+v_\tau)p^2$: a particle with inverse mass $1+v_\tau$. A meta-GGA thus acts in part like a position-dependent inverse mass.

### Three dimensions and the full functional

Now let several orbitals with occupations $f_a$ contribute, in a spin-unpolarized system, to

$$n=\sum_a f_a|\psi_a|^2,\qquad \sigma=|\nabla n|^2,\qquad \tau=\tfrac12\sum_a f_a|\nabla\psi_a|^2,$$

and let $E_{xc}=\int e(n,\sigma,\tau)\,d\mathbf r$, with $v_\tau=\partial e/\partial\tau$. Changing one orbital $\psi$ of occupation $f$ by $\lambda\eta$ gives, to first order,

$$\delta n=2f\lambda\,\mathrm{Re}(\eta^*\psi),\qquad \delta\sigma=2\nabla n\cdot\nabla\delta n,\qquad \delta\tau=f\lambda\,\mathrm{Re}(\nabla\eta^*\cdot\nabla\psi).$$

The $\sigma$ term is integrated by parts,

$$\int 2\frac{\partial e}{\partial\sigma}\nabla n\cdot\nabla\delta n\,d\mathbf r
=-\int\delta n\,\nabla\cdot\left(2\frac{\partial e}{\partial\sigma}\nabla n\right)d\mathbf r,$$

and the $\tau$ term is treated as on the line. Collecting the common factor $2f$,

$$\frac{dE_{xc}}{d\lambda}=2f\,\mathrm{Re}\int\eta^*\left[v_{\rm m}\psi-\tfrac12\nabla\cdot(v_\tau\nabla\psi)\right]d\mathbf r,\qquad
v_{\rm m}=\frac{\partial e}{\partial n}-\nabla\cdot\left(2\frac{\partial e}{\partial\sigma}\nabla n\right).$$

The first term multiplies the orbital by a function, as in a GGA. The second cannot be written as one common potential acting on all orbitals, because it involves their derivatives. It arises because the energy was differentiated with respect to the orbital; that choice defines the generalized Kohn-Sham scheme. Differentiating with respect to the density instead would lead to a multiplicative potential and a different orbital equation.

The non-interacting kinetic energy is $\int\tau\,d\mathbf r$, which contributes $-\tfrac12\nabla^2$. Let $V$ collect every multiplicative potential, including $v_{\rm m}$. Making the total energy stationary under the constraint of orthonormal orbitals gives $H\psi=\varepsilon\psi$ with

$$H=-\tfrac12\nabla\cdot\left[(1+v_\tau)\nabla\right]+V=\tfrac12\,\mathbf p\cdot(1+v_\tau)\,\mathbf p+V .$$

The second form follows from $\mathbf p\cdot w\,\mathbf p=(-i)^2\nabla\cdot w\nabla$, where $w=1+v_\tau$. For $v_\tau=0$ the GGA Hamiltonian returns.

Integrating by parts once shows that the kinetic part is Hermitian:

$$\langle a|\tfrac12\mathbf p\cdot w\,\mathbf p|b\rangle=\tfrac12\int w\,\nabla a^*\cdot\nabla b\,d\mathbf r .$$

It also shows a condition. If $w>0$ everywhere, the kinetic expectation value cannot be negative. If $w$ were negative in some region, a wave packet placed there with large wave vector $q$ would have a kinetic energy close to $\tfrac12wq^2$, which falls without limit as $q$ grows. A finite basis would hide this as an energy that keeps dropping with the cutoff. The condition $1+v_\tau>0$ is assumed from here on.

### A crystal to test on

The test system is a cubic model crystal with $a=6$ bohr and, in hartree,

$$V=-0.4(\cos X+\cos Y+\cos Z)+0.2\sin2X,\qquad X=2\pi x/a,$$

with $Y$ and $Z$ defined likewise. Two electrons per cell fill the lowest band, sampled at eight k-points. The orbitals calculated with $v_\tau=0$ supply $n$ and $\tau$; the r2SCAN functional turns these into $v_\tau(\mathbf r)$, which is then frozen. Here $V$ stands for the entire local potential, so the calculation is not self-consistent. The resulting $v_\tau$ is dimensionless. At the points of the grid used below, 13 per axis, it lies between 0.000 and 0.175 and has an average of 0.040; the peak value depends on where the grid samples it, and with a larger basis and finer grid the peak rises to about 0.184 and the average to 0.041. The positivity condition holds at all these points.

The orbital derivative can be tested on the r2SCAN energy itself. One occupied orbital is displaced along a smooth random direction, and the energy is differenced. The slope is $-0.010071$ hartree. The multiplicative part of the formula supplies $-0.010549$ and the $\tau$ operator $+0.000478$, which add up to the same value. The $\tau$ part is about 5% of the slope in magnitude, far above the disagreement that the test allows, so a wrong sign or a missing $\tfrac12$ would be seen.

### Plane waves and the FFT

Write a Bloch orbital as

$$\psi=\frac{1}{\sqrt\Omega}\sum_{\mathbf G}c_{\mathbf G}e^{i\mathbf q\cdot\mathbf r},\qquad \mathbf q=\mathbf k+\mathbf G,\qquad v_\tau(\mathbf r)=\sum_{\mathbf G}v_\tau(\mathbf G)e^{i\mathbf G\cdot\mathbf r},$$

with $\Omega$ the cell volume. The gradient multiplies the coefficient at $\mathbf G'$ by $i\mathbf q'$. Multiplication by $v_\tau(\mathbf r)$ carries $\mathbf G'$ to $\mathbf G$ with amplitude $v_\tau(\mathbf G-\mathbf G')$. The outer operation $-\tfrac12\nabla\cdot$ multiplies by $-\tfrac12i\mathbf q\cdot$. The two factors of $i$ give $-1$, which cancels the minus sign:

$$(Kc)_{\mathbf G}=\tfrac12\sum_{\mathbf G'}\mathbf q\cdot\mathbf q'\,v_\tau(\mathbf G-\mathbf G')\,c_{\mathbf G'} .$$

For constant $v_\tau$ only $\mathbf G'=\mathbf G$ survives, and the result is $\tfrac12v_\tau q^2c_{\mathbf G}$, as it should be.

The double sum need not be carried out. The same three operations can be done where each is diagonal:

1. For each Cartesian direction $\alpha$, form $iq_\alpha c_{\mathbf G}$ and transform it to the real-space grid.
2. Multiply by $v_\tau(\mathbf r)$ at each grid point.
3. Transform back, keep the basis vectors, and add up $-\tfrac{i}{2}q_\alpha$ times the three results.

This costs three inverse and three forward FFTs per orbital. Replacing $v_\tau$ by $1+v_\tau$ includes the ordinary kinetic energy, although that part is cheaper as $\tfrac12q^2$.

The grid must be large enough. Let the basis indices along an axis run from $-m$ to $m$. The sum needs $v_\tau$ at differences $\mathbf G-\mathbf G'$, hence at indices up to $2m$. If $v_\tau$ is limited to that range, its product with an orbital gradient has indices up to $3m$. A grid with $N$ points cannot distinguish an index $j$ from $j\pm N$. A product index lands wrongly on a wanted index $l$, with $|l|\le m$, if $|l\pm N|\le3m$. The smallest value of $|l\pm N|$ is $N-m$, so no such error occurs if $N-m>3m$, that is,

$$N\ge4m+1 .$$

In the crystal $m=3$, and $N=13$ just satisfies this. For a normalized random vector the FFT result differs from the explicit sum by at most $2.2\times10^{-17}$ hartree in any coefficient. With $N=11$ and the same $v_\tau$, the largest difference is $1.2\times10^{-3}$ hartree.

A check of Hermiticity would not reveal this aliasing. On a small grid the matrix becomes $\tfrac12\mathbf q\cdot\mathbf q'$ times a coefficient of the sampled $v_\tau$ whose index is taken modulo $N$. Because $v_\tau$ is real, reversing the index still gives the complex conjugate, and the wrong matrix is Hermitian too. Nor does the condition on $N$ cover everything: $v_\tau$ is a nonlinear function of the density and can have components beyond $2m$, which sampling folds into the retained range. That error has to be judged by refining the grid.

### Pseudo orbitals in PAW

In PAW the FFT acts on a smooth pseudo orbital $\tilde\psi$. Inside each atomic sphere there are all-electron partial waves $\phi_i$, pseudo partial waves $\tilde\phi_i$ and projectors $\tilde p_i$ with $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$. The spheres do not overlap, and $\phi_i=\tilde\phi_i$ outside them. With $P_i=\langle\tilde p_i|\tilde\psi\rangle$, the all-electron orbital is

$$\psi=\tilde\psi+\sum_i(\phi_i-\tilde\phi_i)P_i .$$

For the $\tau$ dependence, the PAW energy is a smooth integral over all space plus a correction in each sphere:

$$E=\int e(\tilde\tau)\,d\mathbf r+\int_{\rm sph}\left[e(\tau^1)-e(\tilde\tau^1)\right]d\mathbf r .$$

Here $\tilde\tau$ comes from $\tilde\psi$, $\tau^1$ from $\sum_iP_i\phi_i$, and $\tilde\tau^1$ from $\sum_iP_i\tilde\phi_i$. Density arguments are held fixed while $\tau$ is varied; their own variation gives the terms already known from a GGA. A frozen core contribution may be added to each $\tau$; it leaves $\delta\tau$ and the form of the operator unchanged, but each $v_\tau$ is then evaluated at the $\tau$ that includes it.

The smooth integral gives the FFT operator with $\tilde v_\tau=v_\tau[\tilde\tau]$. In the sphere,

$$\tau^1=\tfrac12\sum f\sum_{ij}P_i^*P_j\,\nabla\phi_i^*\cdot\nabla\phi_j .$$

Varying $\tilde\psi^*$ changes $P_i^*$ by $\langle\delta\tilde\psi|\tilde p_i\rangle$, which places a projector on the left. Hence

$$\tilde K\tilde\psi=-\tfrac12\nabla\cdot(\tilde v_\tau\nabla\tilde\psi)+\sum_{ij}|\tilde p_i\rangle\,\Delta K_{ij}\,P_j,$$

$$\Delta K_{ij}=\tfrac12\int_{\rm sph}\left(v_\tau^1\,\nabla\phi_i^*\cdot\nabla\phi_j-\tilde v_\tau^1\,\nabla\tilde\phi_i^*\cdot\nabla\tilde\phi_j\right)d\mathbf r ,$$

with $v_\tau^1$ and $\tilde v_\tau^1$ evaluated from the two one-centre $\tau$'s. If $\phi_i=\tilde\phi_i$, and any core contributions to the two one-centre densities and $\tau$'s are equal, these coincide and the correction vanishes. The densities matter here because $v_\tau$ of a meta-GGA depends on $n$ and $\sigma$ as well as on $\tau$. If $v_\tau$ is one constant throughout, the correction is that constant times the ordinary PAW kinetic correction.

The gradient form should be kept inside the sphere. Integrating it by parts would produce a surface term $\tfrac12\oint v_\tau^1\phi_i^*\,\partial_r\phi_j\,dS$ and its pseudo counterpart, which cancel when values, slopes and $v_\tau$ match at the surface, and in general not otherwise.

This operator is the derivative of the PAW energy as written, whether or not the partial waves are complete. A one-dimensional ring with one sphere, two partial waves and a simple test function $e(\tau)$ confirms it for a pseudo orbital that the partial waves do not span: the operator and a finite difference of the energy both give a slope of 3.67031.

## Second half: the velocity and what it measures

The first half gave the Hamiltonian $H=\tfrac12\mathbf p\cdot w\,\mathbf p+V$, with $\mathbf p=-i\nabla$, $w=1+v_\tau>0$, $v_\tau=\partial e/\partial\tau$ and $V$ a local potential. In plane waves with $\mathbf q=\mathbf k+\mathbf G$, its kinetic matrix is $\tfrac12\mathbf q\cdot\mathbf q'\,w(\mathbf G-\mathbf G')$. In PAW, $\phi_i$ and $\tilde\phi_i$ are the all-electron and pseudo partial waves, $\tilde p_i$ the projectors, and $P_i=\langle\tilde p_i|\tilde\psi\rangle$. The function $v_\tau$ is now frozen: it does not respond to the motion being described. The last section returns to this restriction.

### The commutator on a line

The velocity is the rate of change of position, $v=i[H,x]$. For constant $w$ the Hamiltonian is $\tfrac12wp^2+V$, and $v=wp$, as for a particle with inverse mass $w$. When $w$ varies, let the commutator act on a test function $f$. The potential commutes with $x$ and drops out. For the kinetic part,

$$\left(w(xf)'\right)'=(wf)'+(wxf')'=w'f+wf'+wf'+x(wf')' .$$

Subtracting $x(wf')'$ and multiplying by $-\tfrac12$ gives $[H,x]f=-wf'-\tfrac12w'f$. With the factor $i$,

$$vf=-iwf'-\tfrac i2w'f=\left(wp-\tfrac i2w'\right)f .$$

The symmetrized product gives the same thing:

$$\tfrac12(wp+pw)f=\tfrac12\left[-iwf'-i(w'f+wf')\right]=-iwf'-\tfrac i2w'f .$$

In three dimensions the calculation holds for each Cartesian component, because $[\partial_\beta,r_\alpha]=\delta_{\alpha\beta}$ leaves only the derivative along $\alpha$. Since $\nabla w=\nabla v_\tau$,

$$\mathbf v=i[H,\mathbf r]=\tfrac12\left[(1+v_\tau)\mathbf p+\mathbf p(1+v_\tau)\right]=(1+v_\tau)\mathbf p-\tfrac i2\nabla v_\tau .$$

The statement that the velocity is the momentum times a local factor $1+v_\tau$ is therefore incomplete as a statement about operators. The bare product is not Hermitian where $v_\tau$ varies: its adjoint is $\mathbf p(1+v_\tau)$, which differs from it by $-i\nabla v_\tau$. Its expectation value in a state $\psi$ is

$$\langle(1+v_\tau)\mathbf p\rangle=\langle\mathbf v\rangle+\tfrac i2\int\nabla v_\tau\,|\psi|^2\,d\mathbf r .$$

The real part is right, and the error is purely imaginary. Between two different states no such separation is available, and the product's matrix element is off by $\tfrac i2\langle m|\nabla v_\tau|n\rangle$, which in general does not vanish.

The meta-GGA Hamiltonian now has its plane-wave and PAW forms, and at frozen $v_\tau$ its velocity is the symmetrized product of $1+v_\tau$ and $\mathbf p$. What remains is the current density, the consequences for Bloch states with numbers for the crystal, the PAW velocity elements, and what freezing $v_\tau$ leaves out.
